# Polarization change across a 71° wall in a rhombohedral ferroelectric

## Problem

A rhombohedral ferroelectric has a spontaneous polarization of magnitude $P=0.90\ \mathrm{C/m^2}$. In each domain the polarization points along one of the body diagonals of a nearly cubic cell. Two domains, 1 and 2, meet at a wall called a 71° wall, after the angle between their polarizations. Take the cube axes $x,y,z$ as orthogonal, and take $|\mathbf P|$ to be the same in both domains.

(a) Write the possible polarization vectors in components. Which pairs of them can meet at a 71° wall?

(b) Domain 1 is polarized along $[111]$. Choose a suitable domain 2 and calculate the vector $\Delta\mathbf P=\mathbf P_2-\mathbf P_1$, giving its length and direction.

(c) Obtain the length again from the angle between the polarizations. What happens if the angle is entered as 71°?

(d) The cell is in fact slightly sheared. On which planes can the two domains join without a mismatch of lengths, and which of these planes carries no net bound charge?

(e) Estimate the electric field produced by an unscreened wall whose normal is tilted by 1° from that of the neutral plane towards the axis of $\Delta\mathbf P$, and by a wall on the other plane found in (d). Use a relative permittivity of 50.

## Hints

1. A vector along a body diagonal has three components of equal size. Its length fixes that size, and only the signs remain free.

2. The scalar product of two such vectors depends on how many components differ in sign. Try one, two and three.

3. Subtract vectors, not magnitudes. The two magnitudes are equal, so their difference is zero, although the polarization has certainly changed.

4. For (c), draw both vectors from one point. With $\Delta\mathbf P$ they form an isosceles triangle, and the line from the apex to the middle of the base cuts it into two right triangles.

5. For (d), take a vector lying in the wall and compare its length in the two sheared cells. For the charge, start from the bound charge density $\rho_b=-\nabla\cdot\mathbf P$ and integrate it through the wall.

6. For (e), treat the wall as a large, uniformly charged sheet and apply Gauss's law.

## Solution

### (a) The polarization vectors

Let each component have size $p$. The squared length of the vector is the sum of three equal squares:

$$P^2=p^2+p^2+p^2=3p^2 .$$

Taking the positive root gives

$$p=\frac{P}{\sqrt3}=\frac{0.90}{1.732}\ \mathrm{C/m^2}=0.5196\ \mathrm{C/m^2}.$$

Each of the three signs can be chosen in two ways, so there are $2^3=8$ possible vectors, $p(\pm1,\pm1,\pm1)$.

Now compare two of them. Suppose that $m$ components differ in sign. In the scalar product each of these contributes $-p^2$, and each of the other $3-m$ components contributes $+p^2$. Hence

$$\mathbf P_1\cdot\mathbf P_2=(3-m)p^2-mp^2=(3-2m)p^2 .$$

The same product equals $P^2\cos\phi$, where $\phi$ is the angle between the polarizations. Since $P^2=3p^2$,

$$\cos\phi=\frac{(3-2m)p^2}{3p^2}=1-\frac{2m}{3}.$$

The three cases are:

- $m=1$: $\cos\phi=1/3$ and $\phi=70.53^\circ$;
- $m=2$: $\cos\phi=-1/3$ and $\phi=109.47^\circ$;
- $m=3$: $\cos\phi=-1$ and $\phi=180^\circ$.

The name "71° wall" is therefore a rounded form of $\arccos(1/3)$. Across such a wall one component reverses and the other two keep their values. For a given domain 1 there are three possible partners, one for each component that may reverse.

### (b) The change vector

Let the $z$ component reverse. Then

$$\mathbf P_1=p(1,1,1),\qquad \mathbf P_2=p(1,1,-1).$$

Subtracting component by component,

$$\Delta\mathbf P=p(1-1,\;1-1,\;-1-1)=(0,0,-2p).$$

With the value of $p$ from part (a),

$$\Delta\mathbf P=(0,\,0,\,-1.04)\ \mathrm{C/m^2}.$$

The length of the change is

$$|\Delta\mathbf P|=2p=\frac{2P}{\sqrt3}=1.04\ \mathrm{C/m^2},$$

or $104\ \mathrm{\mu C/cm^2}$. The change lies along a cube axis, although neither polarization does. The minus sign belongs to the crossing from domain 1 to domain 2; the reverse crossing gives $+2p$ along $z$. Had $x$ or $y$ been the reversed component, the change would have had the same length along that axis.

The change is larger than $P$ itself. This is possible because a component that reverses changes by twice its size, and here $2/\sqrt3>1$.

Nothing about the interior of the wall entered the subtraction. The polarization may turn, shrink or do both on its way through, but the difference between the two end values is the same. The result does require uniform domains on both sides, with the stated magnitude and directions.

The vector also tells us how an applied field acts on the wall. To first order in a uniform field $\mathbf E$, with the polarizations held at their spontaneous values, the field adds an energy density $-\mathbf E\cdot\mathbf P$ in each domain. The difference between the domains is

$$w_2-w_1=-\mathbf E\cdot(\mathbf P_2-\mathbf P_1)=-\mathbf E\cdot\Delta\mathbf P=2pE_z .$$

A field along $+z$ raises domain 2 relative to domain 1 and so favours the growth of domain 1. A field along $x$ or $y$ favours neither domain at this order, because both have the same polarization components along those axes.

### (c) The length from the angle

The two equal sides of the isosceles triangle have length $P$ and enclose the angle $\phi$. The bisector of $\phi$ divides the base into two halves, each of length $P\sin(\phi/2)$. The whole base is

$$|\Delta\mathbf P|=2P\sin\frac{\phi}{2}.$$

To evaluate the sine without rounding the angle, use $\cos\phi=1-2\sin^2(\phi/2)$:

$$\sin^2\frac{\phi}{2}=\frac{1-\cos\phi}{2}=\frac{1-1/3}{2}=\frac13 .$$

Since $\phi/2$ lies between 0 and 90°, its sine is positive and equals $1/\sqrt3$. The triangle thus gives $2P/\sqrt3$, in agreement with the components.

If 71° is entered instead, the result is

$$2(0.90)\sin(35.5^\circ)\ \mathrm{C/m^2}=1.045\ \mathrm{C/m^2},$$

which rounds to 1.05 rather than 1.04. The difference comes from the rounded name of the wall, not from the physics of the ideal cube.

The input has its own rounding. A value written as 0.90 may stand for anything from 0.895 to 0.905 $\mathrm{C/m^2}$, and the change then runs from 1.033 to 1.045 $\mathrm{C/m^2}$. The last digit of 1.04 is therefore not secure, even within the ideal model.

### (d) The plane of the wall

**Matching lengths.** Let the edges of the cell in domain 1 be $\mathbf a_1,\mathbf a_2,\mathbf a_3$, each of length $a$. The angle between any two of them is $\alpha$, slightly different from 90°. Write $c=\cos\alpha$, so that each scalar product of two different edges is $a^2c$. A vector $\mathbf u=u_1\mathbf a_1+u_2\mathbf a_2+u_3\mathbf a_3$ has squared length

$$L_1^2=a^2\left[u_1^2+u_2^2+u_3^2+2c(u_1u_2+u_1u_3+u_2u_3)\right].$$

In domain 2 the polar diagonal is $[11\bar1]$, where the bar denotes a minus sign. Its cell has the same shape, but the three edges that make equal angles $\alpha$ are now the first, the second and the reversed third. In terms of the unreversed third edge, the two products containing that edge change sign:

$$L_2^2=a^2\left[u_1^2+u_2^2+u_3^2+2c(u_1u_2-u_1u_3-u_2u_3)\right].$$

Subtraction removes the squares and the term in $u_1u_2$:

$$L_2^2-L_1^2=-4ca^2(u_1u_3+u_2u_3)=-4ca^2\,u_3(u_1+u_2).$$

The domains fit if this difference vanishes for every vector in the wall. Since $c\neq0$, one of the factors $u_3$ and $u_1+u_2$ must be zero for each such vector. A factor that is not zero throughout the plane vanishes on just one line in it, and two lines cannot cover a plane. So one factor must vanish on the whole plane. The choice $u_3=0$ is the plane $(001)$, and $u_1+u_2=0$ is the plane $(110)$.

**Bound charge.** Let $\mathbf n$ be the unit normal of the wall, pointing from domain 1 to domain 2, and let $s$ be the distance along it. For a flat wall $\mathbf P$ depends on $s$ alone, so $\nabla\cdot\mathbf P=d(\mathbf P\cdot\mathbf n)/ds$. The bound charge per unit area is

$$\sigma=-\int\frac{d(\mathbf P\cdot\mathbf n)}{ds}\,ds=-(\mathbf P_2-\mathbf P_1)\cdot\mathbf n=(\mathbf P_1-\mathbf P_2)\cdot\mathbf n .$$

Here $\mathbf P_1-\mathbf P_2=(0,0,2p)$. For the $(110)$ wall, returning to orthogonal axes,

$$\mathbf n=\frac{1}{\sqrt2}(1,1,0),\qquad \sigma=0 .$$

For the $(001)$ wall,

$$\mathbf n=(0,0,1),\qquad \sigma=2p=1.04\ \mathrm{C/m^2}.$$

The plane that both fits and is neutral is therefore $(110)$, and $\Delta\mathbf P$ lies within it. On $(001)$ the normal components of both polarizations point towards the wall, which gives a positive charge. With the domains interchanged they would point away from it, and the charge would be negative.

A zero value of $\sigma$ means zero net charge. If $\mathbf P\cdot\mathbf n$ varies inside the wall and then returns to its first value, there are layers of opposite charge whose sum vanishes.

### (e) Fields of charged walls

Let the normal be tilted by a small angle $\delta$ from the neutral direction towards $z$:

$$\mathbf n=\cos\delta\,\frac{(1,1,0)}{\sqrt2}+\sin\delta\,(0,0,1).$$

The first part gives no charge, as found above. The second gives

$$\sigma=2p\sin\delta .$$

The direction of the tilt matters: a normal turned about the $z$ axis instead would stay perpendicular to $\Delta\mathbf P$, and the wall would remain neutral. For a tilt towards $z$ with $\delta=1^\circ$, the charge density is $1.039\times0.01745\ \mathrm{C/m^2}=0.0181\ \mathrm{C/m^2}$.

Next, enclose a piece of the wall of area $A$ in a flat box. By symmetry the field points away from a positive sheet with the same strength $E$ on both sides. In a linear, isotropic medium of permittivity $\epsilon_0\epsilon_r$, Gauss's law reads

$$2\epsilon_0\epsilon_rEA=\sigma A,\qquad\text{so}\qquad E=\frac{\sigma}{2\epsilon_0\epsilon_r}.$$

The permittivity describes the additional response to the field; the spontaneous polarization has already been counted in $\sigma$. For the tilted wall,

$$E=\frac{0.0181}{2(8.854\times10^{-12})(50)}\ \mathrm{V/m}\approx2\times10^7\ \mathrm{V/m}=0.2\ \mathrm{MV/cm}.$$

For the $(001)$ wall the same formula gives about 12 MV/cm.

A rough scale for dielectric breakdown is 1 MV/cm. The tilted wall stays below it, but a tilt of only 1° towards $z$ already gives a field of about a fifth of that scale. Staying below breakdown does not let such a wall remain unscreened over large distances. The field of a wide sheet does not fall with distance, so the potential grows linearly. At 0.2 MV/cm it matches a band gap of about 2.7 eV, a rough value for bismuth ferrite, within about 130 nm, and at the field of the $(001)$ wall within about 2 nm. The estimate for the $(001)$ wall is more than ten times the scale. A linear medium is no longer a credible description there, so 12 MV/cm should not be read as a field that exists in a sample. It shows that such a wall cannot remain flat, extended and unscreened with the assumed polarizations. Mobile charge, a change of wall shape or a change of polarization must reduce the field.

The estimate also assumes a sheet much wider than the distance at which the field is evaluated. Nearby electrodes or other charged walls can alter it, depending on their arrangement, and the elastic mismatch of the tilted wall has been left out.

## Variation 1: the other two kinds of wall

*Find the polarization change, and the neutral wall planes, when two or all three components reverse.*

If $m$ components reverse, $\Delta\mathbf P$ has $m$ components of size $2p$ and the rest are zero. Its length is

$$|\Delta\mathbf P|=\sqrt{m(2p)^2}=2p\sqrt m=2P\sqrt{\frac m3}.$$

For $m=1$ this returns the result of part (b).

For $m=2$, take $\mathbf P_2=p(1,-1,-1)$. Then

$$\Delta\mathbf P=-2p(0,1,1),\qquad |\Delta\mathbf P|=1.47\ \mathrm{C/m^2},$$

and the change lies along a face diagonal. In the expression for $L_2^2$, the products $u_1u_2$ and $u_1u_3$ now change sign while $u_2u_3$ does not. The mismatch becomes

$$L_2^2-L_1^2=-4ca^2\,u_1(u_2+u_3),$$

so the domains fit on $(100)$ and $(011)$. The normal $(1,0,0)$ is perpendicular to $\Delta\mathbf P$, whereas $(0,1,1)/\sqrt2$ is parallel to it. The neutral 109° wall is therefore $(100)$.

For $m=3$, $\mathbf P_2=-\mathbf P_1$ and the change is $-2\mathbf P_1$, of length $1.80\ \mathrm{C/m^2}$ along the body diagonal. All three edges are reversed together, so every product $u_iu_j$ keeps its sign and there is no length mismatch on any plane. Neutrality alone restricts the wall: it must contain the polar axis. Within this model the 180° wall is free to take any orientation about that axis.

## Variation 2: the sheared cell

*Keep $P=0.90\ \mathrm{C/m^2}$, but let the cell angle be $\alpha=89.4^\circ$. Find the change across the neutral 71° wall.*

The polarization of domain 1 lies along $\mathbf S=\mathbf a_1+\mathbf a_2+\mathbf a_3$. The $(110)$ wall contains $\mathbf a_3$ and $\mathbf a_1-\mathbf a_2$, which are perpendicular because $\mathbf a_3\cdot(\mathbf a_1-\mathbf a_2)=a^2(c-c)=0$.

Let $R$ be a half turn about the wall normal $\mathbf n$. It reverses every vector in the wall and leaves $\mathbf n$ alone. Consider the edges

$$\mathbf b_1=R\mathbf a_2,\qquad \mathbf b_2=R\mathbf a_1,\qquad \mathbf b_3=-R\mathbf a_3=\mathbf a_3 .$$

They satisfy $\mathbf b_1-\mathbf b_2=R(\mathbf a_2-\mathbf a_1)=\mathbf a_1-\mathbf a_2$, so both lattices share the same vectors in the wall. Their products are $\mathbf b_1\cdot\mathbf b_2=a^2c$ and $\mathbf b_1\cdot\mathbf b_3=\mathbf b_2\cdot\mathbf b_3=-a^2c$, as domain 2 requires. Exchanging two edges and reversing one also preserves the handedness. These are thus the edges of domain 2, and its polar direction is

$$\mathbf b_1+\mathbf b_2-\mathbf b_3=R(\mathbf a_1+\mathbf a_2+\mathbf a_3)=R\mathbf S .$$

Hence $\mathbf P_2=R\mathbf P_1$. The normal part of the polarization is continuous and the part in the wall reverses, so $\Delta\mathbf P$ is $-2$ times the in-plane part of $\mathbf P_1$.

That part has no component along $\mathbf a_1-\mathbf a_2$, since $\mathbf S$ has equal products with $\mathbf a_1$ and $\mathbf a_2$. It lies along $\mathbf a_3$. We need

$$\mathbf S\cdot\mathbf a_3=a^2(1+2c),\qquad |\mathbf S|^2=a^2(3+6c)=3a^2(1+2c).$$

The component of $\mathbf P_1$ along $\mathbf a_3$ is then

$$P\,\frac{\mathbf S\cdot\mathbf a_3}{a|\mathbf S|}=P\,\frac{1+2c}{\sqrt{3(1+2c)}}=P\sqrt{\frac{1+2c}{3}},$$

and doubling it gives

$$|\Delta\mathbf P|=2P\sqrt{\frac{1+2\cos\alpha}{3}}.$$

At $\alpha=90^\circ$ this reduces to $2P/\sqrt3$. At $89.4^\circ$, $\cos\alpha=0.01047$ and

$$|\Delta\mathbf P|=1.80\sqrt{\frac{1.02094}{3}}\ \mathrm{C/m^2}=1.05\ \mathrm{C/m^2}.$$

At fixed $P$, the increase is 1.0% of the ideal value. The triangle relation of part (c) gives an angle of 71.4° between the polarizations, instead of 70.5°. The change still lies along a cell edge.

The polarization and cell angle used here are rough values in the regime of bismuth ferrite at room temperature; the permittivity and breakdown scale are rough values for the estimate. For such a material the ideal result is useful to about one percent as far as cell shape is concerned, provided that $P$ is known that well. A thin film clamped to a substrate can break the assumption of three equal components. If $z$ is still the component that reverses and the other two components are the same in both domains, the change is $2|P_z|$, so a 5% change in $|P_z|$ moves the result by 5%. Heating that alters $P$ while leaving its direction fixed changes the result in the same proportion as $P$.
